# Square-root law for active dopants in amorphous silicon

## A hundredfold more phosphorus, tenfold more active dopants

In the worked example, the phosphorus concentration of hydrogenated amorphous silicon rises from $5\times10^{18}$ to $5\times10^{20}\ \mathrm{cm^{-3}}$. The density of active dopants rises from $1.71\times10^{17}$ to $1.74\times10^{18}\ \mathrm{cm^{-3}}$, a factor of only ten. Midway, at $5\times10^{19}\ \mathrm{cm^{-3}}$, about 1.1% of the phosphorus is active, and about 97% of the electrons it releases sit on dangling bonds.

Phosphorus in an amorphous network can satisfy its own valence with three bonds. It is then neutral and does not dope. A fourfold coordinated atom can give up an electron and become $P_4^+$. The balancing negative charge is mostly a doubly occupied dangling bond, $D^-$:

$$P_3^0+\mathrm{Si}_4^0\;\rightleftharpoons\;P_4^+ + D^- .$$

Street's square-root law follows if this reaction reaches equilibrium before the structure freezes, provided that few dopants are active, sites are independent with a single defect energy, and there is no fixed charge.

## Definitions and assumptions

Let $N$ be the phosphorus concentration in the solid, $N_0$ the density of host sites, $x=[P_4^+]$ and $n$ the density of electrons in the conduction band and its tail. Energies are measured from the conduction edge, so levels in the gap are negative. The Fermi energy is $\mu$, and $T$ is the freeze-in temperature.

Making a neutral fourfold dopant from a threefold one costs $U_P$; its electron occupies the level $E_P$. Making a neutral dangling bond costs $U_D$; adding a second electron costs $E_D$, which includes the repulsion between the two electrons.

The ideal model takes sites as independent, gives each species a single formation energy, and assumes few defects per host site. It has no fixed charge, and neutral fourfold dopants, positive defects and holes are rare. Differences in vibrational entropy and in the number of equivalent bonding arrangements are omitted.

## Mass action

To ionise a fourfold dopant, an electron moves from $E_P$ to the reservoir at $\mu$. The total cost relative to $P_3^0$ is $U_P-E_P+\mu$, so

$$\frac{x}{N-x}=e^{-(U_P-E_P+\mu)/kT}.$$

A $D^-$ takes an electron from the reservoir. Its cost relative to an intact site is $U_D+E_D-\mu$, and for few defects

$$\frac{[D^-]}{N_0}=e^{-(U_D+E_D-\mu)/kT}.$$

Neither charged species has an unpaired spin, so no spin factor of two appears. Raising $\mu$ makes ionised dopants more costly and negative defects cheaper. In the product the two effects cancel:

$$x[D^-]=A(N-x),\qquad A=N_0e^{-\Delta/kT},$$

$$\Delta=U_P+U_D-(E_P-E_D).$$

The subtracted energy $E_P-E_D$ is what the electron gains by falling from the donor to the defect. This gain makes the pair much cheaper than its two neutral parts.

The same law follows without a reservoir. If $x$ dopants and $x$ host sites change together, Stirling's formula gives the free energy per volume

$$\begin{aligned}
F={}&x\Delta+kT\Big[x\ln\frac{x}{N}+(N-x)\ln\frac{N-x}{N}\\
&+x\ln\frac{x}{N_0}+(N_0-x)\ln\frac{N_0-x}{N_0}\Big].
\end{aligned}$$

In the derivative the constants produced by $x\ln x$ and $(N-x)\ln(N-x)$ cancel, leaving

$$\frac{dF}{dx}=\Delta+kT\ln\frac{x^2}{(N-x)(N_0-x)}=0.$$

With $x\ll N_0$ this is $x^2=A(N-x)$, the previous result with $[D^-]=x$.

## Neutrality and the square root

First let every released electron go to a defect, so that $[D^-]=x$. Then

$$x^2=A(N-x).$$

If $x\ll N$, the right side is $AN$, and

$$x\simeq\sqrt{AN},\qquad \frac{x}{N}\simeq\sqrt{\frac{A}{N}} .$$

The doping efficiency $x/N$ therefore falls as $N^{-1/2}$. Each added active dopant requires another negative charge, and the larger population of $D^-$ pushes the reaction back towards inactive phosphorus.

Some electrons remain in the band and its tail. Take a density of states $g_0$ above the edge and $g_0e^{E/w_c}$ below it. When $\mu$ lies well below the states that contribute most, the occupation is $e^{-(E-\mu)/kT}$, and

$$\begin{aligned}
n&=g_0e^{\mu/kT}\left[\int_0^\infty e^{-E/kT}dE+\int_{-\infty}^0e^{E/w_c-E/kT}dE\right]\\
&=N_{\rm eff}e^{\mu/kT},\qquad N_{\rm eff}=g_0\left[kT+\frac{w_ckT}{kT-w_c}\right].
\end{aligned}$$

The second integral converges only for $w_c<kT$. Under that condition $n$ and $[D^-]$ both vary as $e^{\mu/kT}$, so their ratio does not depend on doping:

$$r=\frac{n}{[D^-]}=\frac{N_{\rm eff}}{N_0}\,e^{(U_D+E_D)/kT}.$$

Neutrality now reads $x=[D^-]+n=(1+r)[D^-]$. Substituting $[D^-]=x/(1+r)$ into the mass-action law gives

$$x^2=a(N-x),\qquad a=(1+r)A.$$

Electrons change the prefactor and leave the power unchanged. A measured square root would therefore not by itself prove compensation by dangling bonds, since nondegenerate electrons give the same power. Compensation by defects requires $r\ll1$.

## From full activation to the square root

The positive root of the quadratic is

$$x=\frac{-a+\sqrt{a^2+4aN}}{2}.$$

For $N\gg a$ it becomes $x\simeq\sqrt{aN}-a/2$. For $N\ll a$, expanding the root gives $x\simeq N-N^2/a$, which is nearly full activation. This second limit belongs to the reduced equation; in very lightly doped material the other charged species must be restored to the neutrality condition.

To find the local exponent $s=d\ln x/d\ln N$, take the logarithm, $2\ln x=\ln a+\ln(N-x)$, and differentiate with respect to $\ln N$. Since $dN/d\ln N=N$ and $dx/d\ln N=xs$,

$$2s=\frac{N-xs}{N-x}.$$

Multiplying out gives $s(2N-x)=N$, hence

$$s=\frac{1}{2-x/N}.$$

The exponent falls from 1 at full activation to 1/2 when few dopants are active.

These laws were tested by summing over all arrangements of a finite sample with 4000 dopants, 40,000 host sites and $e^{-\Delta/kT}=6.25\times10^{-5}$. The mean number of active dopants is 98.39, against 98.76 from the quadratic. With electron states added so that $r=0.5$, the numbers are 120.27 and 120.61. The exponents between 3000 and 5000 dopants are 0.507 and 0.508 respectively.

## What fixed charge does

Suppose the solid also holds a fixed positive charge density $C$, with few electrons in the band. Neutrality becomes $[D^-]=x+C$, and

$$x(x+C)=A(N-x).$$

Collecting terms gives $x(x+C+A)=AN$. If $C$ is much larger than both $x$ and $A$, then $x\simeq AN/C$. The active density is now linear in $N$, because the defect population is set by $C$ and no longer by the dopants. In the finite sample, 2000 fixed positive charges raise the exponent to 0.998. The square root thus depends on the dopants themselves controlling the compensating charge.

## Numbers for phosphorus-doped material

The example uses $T=400$ K, $kT=34.47$ meV and $N_0=5\times10^{22}\ \mathrm{cm^{-3}}$. The energies are $U_P=0.41$, $U_D=0.64$, $E_P=-0.10$ and $E_D=-0.60$ eV. Therefore

$$\Delta=0.41+0.64-(-0.10+0.60)=0.55\ \mathrm{eV},$$

$$A=5\times10^{22}\,e^{-0.550/0.03447}=5.88\times10^{15}\ \mathrm{cm^{-3}}.$$

With $g_0=4\times10^{21}\ \mathrm{cm^{-3}\,eV^{-1}}$ and $w_c=25$ meV, $N_{\rm eff}=5.02\times10^{20}\ \mathrm{cm^{-3}}$ and $r=0.032$. Thus $a=1.032A=6.07\times10^{15}\ \mathrm{cm^{-3}}$. At the reference composition, $N=5\times10^{19}\ \mathrm{cm^{-3}}$ or $N/N_0=10^{-3}$,

$$x\simeq\sqrt{aN}-\frac a2=(5.51-0.03)\times10^{17}=5.48\times10^{17}\ \mathrm{cm^{-3}}.$$

Solving neutrality with all the charge states, electrons and holes gives the same value to three figures. The neutral fourfold dopants amount to about 0.1% of $x$; positive defects and holes are far rarer.

At $N=5\times10^{17}\ \mathrm{cm^{-3}}$, 10.4% of the dopants are active and the local exponent is 0.53, as $1/(2-0.104)$ requires. At $5\times10^{20}\ \mathrm{cm^{-3}}$, the active share is 0.35% and the exponent is 0.501. Between $5\times10^{18}$ and $5\times10^{20}\ \mathrm{cm^{-3}}$ the Fermi energy rises by only 0.08 eV. This is the expected $\tfrac12kT\ln100$, since $[D^-]\propto e^{\mu/kT}$ and $[D^-]$ grows nearly as $\sqrt N$.

## A spread of defect energies

A disordered network has bonds of different strength. Let a bond's defect energy be lowered by $v\ge0$, with probability density $e^{-v/w}/w$, and define $h=U_D+E_D-\mu$. Then

$$\frac{[D^-]}{N_0}=\int_0^\infty\frac{dv}{w}\,\frac{e^{-v/w}}{1+e^{(h-v)/kT}}.$$

For $w<kT$, with both $h\gg kT$ and $h(1/w-1/kT)\gg1$, most of the integral comes from bonds with $v<h$, where the fraction is $e^{(v-h)/kT}$. The result is $e^{-h/kT}/(1-w/kT)$. It is still proportional to $e^{\mu/kT}$, so the square root survives.

For $w>kT$, the integrand rises with $v$ as $e^{v(1/kT-1/w)}$ well below $h$ and falls as $e^{-v/w}$ above it, so its maximum follows $h$. The rise is slow when $w$ is close to $kT$, and much of the integral then lies several $kT$ below $h$. Setting $v=h+kTt$ gives

$$\frac{[D^-]}{N_0}=\frac{kT}{w}e^{-h/w}\int_{-h/kT}^{\infty}\frac{e^{-tkT/w}}{1+e^{-t}}\,dt .$$

When $h(1/kT-1/w)\gg1$, the lower limit may be replaced by $-\infty$. The integral is then a constant and $[D^-]\propto e^{\mu/w}$. Neglecting electrons, $x=[D^-]$ gives $e^{\mu/kT}\propto x^{w/kT}$. For $x\ll N$ the dopant equation gives $x\propto Ne^{-\mu/kT}\propto Nx^{-w/kT}$, so

$$x\propto N^{kT/(kT+w)}.$$

For $w=45$ meV at 400 K the limiting exponent is 0.434; the full integral gives 0.432. At 500 K, with the same width and the same defect fraction of $1.08\times10^{-5}$, the full integral gives 0.476; there $h(1/kT-1/w)$ is only 0.6, so the limiting value 0.489 is not reached. For $w=20$ meV at 400 K and that fraction, the exponent is 0.500. A broad spread weakens the doping dependence because the easily broken bonds are used up.

## Attraction between the charges

Independent sites also neglect the tendency of $P_4^+$ and $D^-$ to lie near each other. Suppose their positions equilibrate too. Define the Bjerrum length $l=e^2/(4\pi\varepsilon kT)$, where $\varepsilon$ is the permittivity. With density $x$ of each sign, and tail electrons neglected, linear screening has

$$\kappa^2=8\pi lx.$$

The potential around a positive ion is $e\,e^{-\kappa R}/(4\pi\varepsilon R)$ at distance $R$. Subtracting the bare potential and letting $R\to0$ leaves $-e\kappa/(4\pi\varepsilon)$, the potential of the surrounding cloud. The interaction energy of $2x$ ions, with a factor 1/2 against double counting, is $-kT\,xl\kappa$ per volume.

The free energy is the work of charging all ions together. With charges $\xi e$, the energy is $-kT\,xl\kappa\xi^3$. The work per unit $\xi$ is twice this energy divided by $\xi$, so

$$F_C=-2kT\,xl\kappa\int_0^1\xi^2d\xi=-\frac23kT\,xl\kappa=-\frac{kT\kappa^3}{12\pi}.$$

From $d\kappa/dx=4\pi l/\kappa$ we find $dF_C/dx=-kT\kappa l$. Adding this to the earlier condition $dF/dx=0$ gives

$$x^2=A(N-x)e^{\kappa l}.$$

Attraction lowers the cost of a pair, and more so at higher density. Differentiating the logarithm as before, with $\kappa\propto x^{1/2}$, gives for $x\ll N$

$$s\simeq\frac{1}{2-\kappa l/2}.$$

For relative permittivity 12, $l=3.48$ nm. At $N=5\times10^{18}\ \mathrm{cm^{-3}}$, $\kappa l=0.47$, the active density rises by 26% over the ideal law without electrons, and the exponent is 0.58 (the formula above gives 0.57; the rest comes from the active share of 4%). At $5\times10^{19}\ \mathrm{cm^{-3}}$ the corresponding values are 0.96, 61% and 0.66. Both sets are results of linear screening, not predictions for the material. Small $\kappa l$ is not enough for that theory: $l$ must also be short compared with the closest distance between opposite charges. Here $l$ is several nanometres, while atomic spacings are a few tenths of a nanometre. Close pairs are therefore strongly bound, and linear screening leaves them out. Such a pair forms from one phosphorus atom and a nearby host site, so for $x\ll N$ the density of pairs is proportional to $N$. If close pairs can form, they raise the active density further and pull the exponent towards 1, which at these two compositions is an increase.

## Freeze-in and use at room temperature

The square-root law gives $x\propto e^{-\Delta/2kT}$ at fixed $N$ and fixed energies. Raising the freeze-in temperature from 400 to 420 K increases $x$ by 46% at the reference composition. Thermal history therefore matters as well as phosphorus content.

On cooling to 300 K, take the numbers of $P_4^+$ and $D^-$ as frozen. Their difference, $1.67\times10^{16}\ \mathrm{cm^{-3}}$, remains as electrons in the tail and band. The Fermi energy is then 0.29 eV below the edge, and $1.6\times10^{15}\ \mathrm{cm^{-3}}$ electrons lie above the edge. Thus 1.1% of the phosphorus is active, but the electrons above the edge number only about $3\times10^{-5}$ per phosphorus atom. Two small corrections are neglected here. Neutral donors at 300 K would number about 5% of the tail and band electrons, but most of them were already neutral at freeze-in, so the net recapture is only about 1%. Neutral dangling bonds would capture about 5%. Together these lower the electrons above the edge to about $1.5\times10^{15}\ \mathrm{cm^{-3}}$.

## Comparison with real material

The gap of 1.7 eV, the tail widths of 25 and 45 meV and the 400 K freeze-in temperature are rough typical values for hydrogenated amorphous silicon. The formation energies were chosen to put the active share near one percent at the reference composition, so that share is not a prediction. The composition $N/N_0=10^{-2}$ is heavy doping, where phosphorus may alter the network itself. Real material breaks the assumption of independent sites with one defect energy. If the spread of defect energies equals the valence-tail width and few dopants are active, the exponent at 400 K moves to about 0.43 (with the example's energies unchanged, the spread raises the active share at the reference composition to nearly 10% and the exponent is 0.46); linear screening alone moves it to about 0.66 at the reference composition, and close pairs of opposite charge, if they can form, would raise it further. The two estimates were made separately, and their combined effect is not determined here. Hydrogen motion and bonding are also left out. The exponent 1/2 is thus the ideal dilute law, not a fixed property of the material.

The law refers to phosphorus in the solid. If incorporation from the gas follows $N\propto c^q$, with $c$ the gas-phase fraction, then $x\propto c^{q/2}$ for $x\ll N$; within this model the square root carries over to the gas only for $q=1$. The incorporation process during growth is not modelled, so a square root measured against the gas-phase fraction is not by itself a test of this law. The full set of values is in the numerical output below.

## Calculated quantities

```
freeze-in temperature = 400 K, kT = 34.47 meV
host sites N0 = 5.00e+22 cm^-3
U_P = 0.41 eV, U_D = 0.64 eV
E_P = -0.10 eV, E_D(0/-) = -0.60 eV
E_D(+/0) = -0.80 eV, gap = 1.70 eV
edge density of states = 4.0e+21 cm^-3 eV^-1
tail widths: conduction 25, valence 45 meV
relative permittivity = 12.0
Delta = 0.550 eV, A = 5.879e+15 cm^-3
N_eff = 5.019e+20 cm^-3, r = 0.0320
Exact count, finite sample (numbers of sites):
 dopants 4000, hosts 40000, K = 6.25e-05, r = 0.5
 active, no electrons: count 98.39, law 98.76
 active, with electrons: count 120.27, law 120.61
 exponents: no electrons 0.5070, with 0.5084
 exponent with 2000 fixed positive charges = 0.9976
Full neutrality at freeze-in (densities cm^-3, mu in eV):
 N/N0    N         x         D-        n         x/N     slope  mu
 1e-05 5.00e+17  5.212e+16 5.051e+16 1.61e+15  0.10424 0.5275 -0.4359
 1e-04 5.00e+18  1.711e+17 1.659e+17 5.25e+15  0.03423 0.5087 -0.3949
 1e-03 5.00e+19  5.476e+17 5.309e+17 1.67e+16  0.01095 0.5027 -0.3548
 1e-02 5.00e+20  1.738e+18 1.685e+18 5.24e+16  0.00348 0.5008 -0.3150
Quadratic law x (cm^-3): 5.213e+16, 1.712e+17, 5.477e+17, 1.739e+18
Reference composition N/N0 = 1e-3:
 sqrt(A N) = 5.422e+17 cm^-3
 neutral fourfold dopants = 6.75e+14 cm^-3
 neutral dangling bonds = 8.64e+14 cm^-3
 positive dangling bonds = 1.06e+09 cm^-3
 holes = 6.71e+07 cm^-3
Disorder in defect energy, exponent at equal defect fraction:
 defect fraction = 1.084e-05
 width 45 meV, 400 K: 0.4323; kT/(kT+w) = 0.4337
 width 45 meV, 500 K: 0.4757
 width 20 meV, 400 K: 0.4999
Coulomb correlation, Bjerrum length = 3.481 nm:
 N = 5.0e+18 cm^-3: x = 2.127e+17 cm^-3, kappa*l = 0.475, x/x_ideal = 1.262, exponent 0.578
 N = 5.0e+19 cm^-3: x = 8.683e+17 cm^-3, kappa*l = 0.960, x/x_ideal = 1.610, exponent 0.662
x(420 K)/x(400 K) = 1.456, exponential law 1.462
At 300 K after freeze-in, reference composition:
 Fermi energy = -0.2857 eV from the conduction edge
 tail and band electrons = 1.669e+16 cm^-3
 electrons above the edge = 1.641e+15 cm^-3
 electrons on donors (neglected) = 8.32e+14 cm^-3
```
